# The Energy Gap Law for Nonradiative Decay at Weak Vibronic Coupling, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the golden rule to the gap law

### The result

An excited chromophore can return to a lower electronic state without emitting light if vibrations take up the electronic energy. Let \(E\) be the gap between the lowest vibrational levels of the two states. For displaced harmonic wells and a constant electronic coupling, the rate falls with the gap at the local logarithmic slope

\[
\frac{d\ln k}{dE}\simeq -u-\frac{\phi_3}{2\phi_2^2},
\]

where \(u\) is the root of

\[
E=L+s^2u+\sum_j S_jw_j e^{w_ju}.
\]

Here \(w_j\) is the quantum of fast mode \(j\), and \(S_j\) is its Huang–Rhys factor, which measures the displacement between the wells. \(L\) is the reorganisation energy of the slow modes and \(s^2\) the variance of the energy they absorb. The other symbols are

\[
m_j=S_je^{w_ju},\qquad
\phi_2=s^2+\sum_jw_j^2m_j,\qquad
\phi_3=\sum_jw_j^3m_j .
\]

All energies, including the vibrational quanta, are in eV, so \(u\) is in 1/eV.

The law holds to leading order in the stationary-point approximation, for a gap well above the total reorganisation energy \(L+\sum_jS_jw_j\), and after the ripple due to discrete quanta has been averaged out. Since \(u\) grows slowly with \(E\), the decay is close to exponential over a limited range of gaps, but it is not one exponential for all gaps. Physically, a larger gap demands more vibrational quanta, and at weak coupling each further quantum reduces the overlap between the initial and final vibrational states.

### The rate and its assumptions

Four assumptions define the model.

1. The electronic coupling \(C\) depends neither on the nuclear coordinates nor on the gap.
2. The coupling is weak enough for the golden rule, and the final vibrational states are dense enough to act as a continuum.
3. Each mode has the same frequency in both electronic states. Only the position of its minimum changes.
4. The fast modes start in their ground states. The slow modes are classical and in thermal equilibrium.

If the fast modes end with quanta \(n_j\) and the slow modes absorb energy \(X\), energy conservation requires \(E=X+\sum_jn_jw_j\). With \(P_{n_j}\) the squared vibrational overlap of mode \(j\), the golden rule gives

\[
k=\frac{2\pi}{\hbar}C^2F(E),\qquad
F(E)=\sum_{\{n_j\}}\Big(\prod_jP_{n_j}\Big)
\Big\langle\delta\Big(E-X-\sum_jn_jw_j\Big)\Big\rangle_X .
\]

The function \(F\), in 1/eV, is the density of final states weighted by the overlaps. With \(C\) fixed, all dependence of the rate on the gap lies in \(F\).

### Overlaps of displaced wells

For one fast mode, let \(q\) be the dimensionless coordinate measured from the final minimum, and \(p\) its momentum, with \([q,p]=i\). The final Hamiltonian is \(w(p^2+q^2)/2\), and its lowering operator is

\[
a=\frac{q+ip}{\sqrt2}.
\]

The initial well has its minimum at \(q=d\). Replacing \(q\) by \(q-d\) gives its lowering operator, \(a-d/\sqrt2\). This operator annihilates the initial ground state \(|i\rangle\), so

\[
a|i\rangle=\alpha|i\rangle,\qquad \alpha=\frac{d}{\sqrt2}.
\]

Project onto the final level \(\langle n|\), write \(c_n=\langle n|i\rangle\), and use \(\langle n|a=\sqrt{n+1}\,\langle n+1|\):

\[
\sqrt{n+1}\,c_{n+1}=\alpha c_n
\quad\Longrightarrow\quad
c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .
\]

Normalisation requires \(|c_0|^2\sum_n\alpha^{2n}/n!=|c_0|^2e^{\alpha^2}=1\). With \(S=\alpha^2=d^2/2\), the squared overlaps form a Poisson distribution:

\[
P_n=e^{-S}\frac{S^n}{n!},\qquad
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}.
\]

The second relation is the root of the gap law. Once \(n+1>S\), each added quantum lowers the weight, and the reduction grows stronger as \(n\) rises.

The reorganisation energy of the mode is the energy of the final well at the initial minimum, \(wd^2/2=Sw\). A mode may therefore have a large quantum and still a small reorganisation energy.

### Energy absorbed by the slow modes

For a slow mode with quantum \(w_b\) and displacement \(d_b\), a transition at frozen coordinate changes the potential energy by

\[
X_b=\frac{w_b}{2}\left[q^2-(q-d_b)^2\right]
=w_b\left(qd_b-\frac{d_b^2}{2}\right).
\]

Put \(q=d_b+x\), where \(x\) is the thermal deviation from the initial minimum:

\[
X_b=\frac{w_bd_b^2}{2}+w_bd_bx=L_b+w_bd_bx .
\]

Classical equipartition, \(w_b\langle x^2\rangle/2=k_BT/2\), gives \(\langle x^2\rangle=k_BT/w_b\). The variance of \(X_b\) is then

\[
w_b^2d_b^2\,\frac{k_BT}{w_b}=w_bd_b^2k_BT=2L_bk_BT .
\]

In a harmonic well \(x\) is Gaussian. Independent modes add their means and variances, so \(X\) is Gaussian with

\[
\langle X\rangle=L=\sum_bL_b,\qquad s^2=2Lk_BT .
\]

The average of the delta function is the Gaussian density of \(X\), and

\[
F(E)=\sum_{\{n_j\}}\Big(\prod_jP_{n_j}\Big)
\frac{1}{\sqrt{2\pi s^2}}
\exp\left[-\frac{\left(E-L-\sum_jn_jw_j\right)^2}{2s^2}\right].
\]

The sign of \(L\) follows from the energy balance: on average the slow modes take up \(L\), which leaves less for the fast modes.

### The sum as an integral

A Gaussian can be written as

\[
\frac{e^{-y^2/(2s^2)}}{\sqrt{2\pi s^2}}
=\int_{-\infty}^{\infty}\frac{dt}{2\pi}\,
e^{-iyt-s^2t^2/2}.
\]

The variable \(t\) is time divided by \(\hbar\), in 1/eV. With \(y=E-L-\sum_jn_jw_j\), each fast mode contributes the separate sum

\[
\sum_n e^{-S}\frac{S^n}{n!}e^{inwt}
=e^{-S}\sum_n\frac{(Se^{iwt})^n}{n!}
=\exp\left[S(e^{iwt}-1)\right].
\]

Therefore

\[
F(E)=\int_{-\infty}^{\infty}\frac{dt}{2\pi}
\exp\left[-i(E-L)t-\frac{s^2t^2}{2}
+\sum_jS_j(e^{iw_jt}-1)\right].
\]

No approximation has been made between the sum and this integral.

### The stationary point

The integrand has no singularity at finite \(t\), and the factor \(e^{-s^2t^2/2}\) suppresses it at large real part of \(t\). The path may therefore be moved to \(t=-iu+\tau\), with \(u\) fixed and \(\tau\) real. The individual terms become

\[
-i(E-L)t=-(E-L)u-i(E-L)\tau,
\]

\[
-\frac{s^2t^2}{2}=\frac{s^2u^2}{2}+is^2u\tau-\frac{s^2\tau^2}{2},
\qquad
e^{iw_jt}=e^{w_ju}e^{iw_j\tau}.
\]

Expand the last exponential to second order in \(\tau\). The part without \(\tau\) is

\[
\phi(u)=-(E-L)u+\frac{s^2u^2}{2}
+\sum_jS_j(e^{w_ju}-1).
\]

The linear part is

\[
i\tau\left[-(E-L)+s^2u+\sum_jS_jw_je^{w_ju}\right],
\]

and the quadratic part is \(-\phi_2\tau^2/2\), with \(\phi_2=s^2+\sum_jw_j^2m_j\). Choosing \(u\) so that the linear part vanishes gives the root equation stated at the start.

That root is unique, because the right side of the equation has the positive derivative \(\phi_2\) with respect to \(u\). At \(u=0\) the right side equals \(L+\sum_jS_jw_j\). Hence \(u>0\) when the gap exceeds the total reorganisation energy. Along real \(u\) the root is a minimum of \(\phi\), since \(\phi''(u)=\phi_2>0\).

The remaining Gaussian integral over \(\tau\) is \(\sqrt{2\pi/\phi_2}\), so

\[
F(E)\simeq\frac{1}{2\pi}e^{\phi(u)}\sqrt{\frac{2\pi}{\phi_2}}
=\frac{e^{\phi(u)}}{\sqrt{2\pi\phi_2}} .
\]

This keeps the peak of the integrand at \(\tau=0\). When one fast mode of quantum \(w\) dominates, its phase factor returns to one at \(\tau=\pm2\pi/w\), where smaller peaks lie. Their height relative to the main peak is of order \(e^{-2\pi^2s^2/w^2}\), modified by the phases of the other modes. They add to \(F\) a ripple whose period in the gap is close to \(w\). The smooth law requires either a broad enough bath or an average over this ripple.

### Slope and curvature

Differentiate the exponent with respect to the gap:

\[
\frac{d\phi}{dE}
=\frac{\partial\phi}{\partial E}
+\frac{\partial\phi}{\partial u}\frac{du}{dE}
=-u ,
\]

because \(\partial\phi/\partial u=0\) at the root. Differentiating the root equation gives

\[
1=\phi_2\frac{du}{dE},\qquad
\frac{du}{dE}=\frac1{\phi_2}.
\]

The prefactor contributes \(-\tfrac12\,d\ln\phi_2/dE\). Since \(dm_j/du=w_jm_j\), we have \(d\phi_2/du=\phi_3\), and

\[
-\frac12\frac{1}{\phi_2}\frac{d\phi_2}{du}\frac{du}{dE}
=-\frac{\phi_3}{2\phi_2^2}.
\]

The sum of the two contributions is the stated slope. Its main part changes at the rate

\[
\frac{d^2\ln F}{dE^2}\simeq-\frac1{\phi_2},
\]

where the curvature of the prefactor has been dropped. Over a shift \(\Delta E\) from a chosen gap, the rate departs from its tangent exponential by a factor of about \(\exp[-(\Delta E)^2/(2\phi_2)]\). A single exponential is adequate when \((\Delta E)^2\ll2\phi_2\).

### One accepting mode

With one fast mode and no bath, the root equation is \(E=Swe^{wu}\), so

\[
u=\frac1w\ln\frac{E}{Sw},\qquad m=\frac Ew .
\]

Substitution into the exponent gives

\[
\phi=-\frac Ew\ln\frac{E}{Sw}+\frac Ew-S
=-S-\gamma\frac Ew,\qquad
\gamma=\ln\frac{E}{Sw}-1 .
\]

Since \(\phi_2=w^2m=wE\),

\[
F\simeq\frac{e^{-S-\gamma E/w}}{\sqrt{2\pi wE}} .
\]

Without a bath the true density is a row of spikes. This formula is their smooth envelope, \(P_n/w\) at \(E=nw\), with \(n!\) replaced by Stirling's leading form. The relative error is about \(1/(12n)\).

The formula may suggest a slope of \(-\gamma/w\), but \(\gamma\) depends on \(E\). Using \(u=(\gamma+1)/w\) and \(\phi_3/(2\phi_2^2)=w^2E/(2w^2E^2)=1/(2E)\), the slope is

\[
\frac{d\ln F}{dE}\simeq-\frac{\gamma+1}{w}-\frac1{2E}.
\]

Take \(w=0.17\) eV, \(S=1\) and ten quanta, so that \(E=1.70\) eV and \(\gamma=\ln10-1=1.303\). The formula gives

\[
-\frac{2.303}{0.17}-\frac{1}{3.40}=-13.84\ \text{1/eV}.
\]

Overlaps computed by diagonalizing both wells on a coordinate grid give \(-13.825\) 1/eV from the levels with nine and eleven quanta, whereas \(-\gamma/w\) would be \(-7.66\) 1/eV. At ten quanta the closed density exceeds the grid value by 0.84 percent of the latter, close to the Stirling estimate \(1/120\).

## Part II. Accepting modes, a worked case and the limits of the law

### Symbols and results carried over

The gap is \(E\). Fast mode \(j\) has quantum \(w_j\) and Huang–Rhys factor \(S_j\). The slow bath has reorganisation energy \(L\) and variance \(s^2=2Lk_BT\). The rate is \(k=(2\pi/\hbar)C^2F\), with

\[
F\simeq\frac{e^{\phi}}{\sqrt{2\pi\phi_2}},\qquad
\phi=-(E-L)u+\frac{s^2u^2}{2}+\sum_jS_j(e^{w_ju}-1).
\]

The root \(u\) minimises \(\phi\) and satisfies \(E=L+s^2u+\sum_jw_jm_j\), where \(m_j=S_je^{w_ju}\). Also \(\phi_2=s^2+\sum_jw_j^2m_j\), \(\phi_3=\sum_jw_j^3m_j\) and \(du/dE=1/\phi_2\). The logarithmic slope is \(-u-\phi_3/(2\phi_2^2)\).

### How many quanta each mode accepts

The quantity \(m_j\) is, to leading order, the mean number of quanta found in mode \(j\) after a transition at gap \(E\). To see this, differentiate a Poisson weight:

\[
\frac{\partial\ln P_n}{\partial\ln S}=n-S .
\]

Applied to the sum for \(F\), this gives the mean over the transitions that conserve energy,

\[
\langle n_j\rangle=S_j+\frac{\partial\ln F}{\partial\ln S_j}.
\]

In the exponent, the indirect change through \(u\) vanishes because \(\phi\) is stationary. The direct change is \(S_j(e^{w_ju}-1)=m_j-S_j\). Hence \(\langle n_j\rangle\simeq m_j\), apart from the smaller contribution of the prefactor.

The root equation is thus an energy balance: \(w_jm_j\) goes to mode \(j\), and \(L+s^2u\) goes to the bath. The accepted quanta grow with the gap as

\[
\frac{d\ln m_j}{dE}=\frac{w_j}{\phi_2},
\]

so the mode with the largest quantum has the fastest relative growth.

### Why a high frequency helps

The fall with gap and the effect of frequency are separate matters. At fixed modes and above the total reorganisation energy, a larger gap needs more quanta, and the rate falls. At fixed gap, a mode with a larger quantum needs fewer quanta to accept the same energy, and the rate is higher, provided the quantum stays small compared with the gap. A mode whose quantum exceeds the gap can hardly accept energy at all.

To show the second statement, hold the gap and the reorganisation energy \(R_j=S_jw_j\) fixed. The contribution of mode \(j\) to the exponent is

\[
R_j\frac{e^{w_ju}-1}{w_j}
=R_j\int_0^u e^{w_jy}\,dy .
\]

Its derivative with respect to \(w_j\) at fixed \(u\) is \(R_j\int_0^u y\,e^{w_jy}\,dy\), which is positive for \(u>0\). The change of \(u\) adds nothing to first order, since \(\phi\) is stationary. The exponent therefore rises with \(w_j\) whenever the gap exceeds the total reorganisation energy. This is a statement about the exponent; the prefactor varies more slowly when several quanta are accepted.

We have derived the gap law and shown how the accepted energy is shared among the modes, and why a larger quantum raises the exponent at fixed gap and reorganisation energy. It remains to see where weak coupling ends, to work through a sensitiser in a resist film, and to examine what the harmonic model leaves out.
